# Three Kinds of Dispersion Nonadditivity in D3, MBD and RPA, part 1

(Sections cited here and not found follow in the second part.)

## First half: changed atoms and mutual screening

Two neutral bodies far apart attract because the charge fluctuations of one polarize the other. The simplest estimate gives every pair of atoms the energy $-C_6/R^6$, with $C_6$ taken from free atoms, and adds up the pairs. It can fail in three physically different ways, labelled here A, B and C. In type A the surroundings alter an atom's own response. In type B the responses of the atoms are fixed, but several atoms screen one another. In type C electrons hop between atoms, so that charge can flow over distances much longer than an atom.

Three methods are compared. D3 adds pair terms whose $C_6$ depends on the coordination number of each atom, and can add a three-body term. MBD, the many-body dispersion method, places an oscillator on each atom, sets its strength from the atom's volume in the actual density, and diagonalizes the coupled oscillators. RPA, the random phase approximation, computes the density response from the orbitals and couples it through the Coulomb interaction. The short-range damping functions of D3 and MBD are set aside, because the questions here concern separated atoms.

### The oscillator atom and its energy

Atomic units are used in the algebra. An atom is one electron bound by an isotropic spring of frequency $w$. A field of imaginary frequency $iu$ displaces it according to $(w^2+u^2)x=-F$. The dipole is $-x$, so the polarizability is

$$\alpha(iu)=\frac{1}{w^2+u^2}. \tag{1}$$

Atoms $A$ and $B$, at distance $r$ along the unit vector $\hat r$, interact through their dipoles with the energy $d_A\cdot T_{AB}\,d_B$, where

$$T_{AB}=\frac{1-3\hat r\hat r^{T}}{r^3}. \tag{2}$$

Let $T$ be the matrix with these blocks and zero diagonal blocks. The potential energy is $\tfrac12 x^T(W^2+T)x$, where $W$ is diagonal and holds the spring frequencies. The squared normal-mode frequencies $\Omega_m^2$ are therefore the eigenvalues of $W^2+T$, and the interaction energy is the change of zero-point energy,

$$E=\tfrac12\sum_m(\Omega_m-w_m). \tag{3}$$

To turn this into a frequency integral, consider $\int_0^\infty du\,\ln[(u^2+\Omega^2)/(u^2+w^2)]$. It vanishes at $\Omega=w$, and its derivative with respect to $\Omega$ is $\int_0^\infty 2\Omega\,du/(u^2+\Omega^2)=\pi$. It therefore equals $\pi(\Omega-w)$. The sum over modes of the logarithms is the logarithm of $\det(u^2+W^2+T)/\det(u^2+W^2)$, so

$$E=\frac1{2\pi}\int_0^\infty du\,\ln\det(1+\alpha T), \tag{4}$$

with $\alpha$ the diagonal matrix of polarizabilities. Equation (3) is the MBD energy of these oscillators. Equation (4) is the RPA sum of ring diagrams between atoms, with the response of each atom given. For this model the two are the same quantity.

Expanding the logarithm for weak coupling gives

$$E=\frac1{2\pi}\int_0^\infty du\,\mathrm{Tr}\left[-\tfrac12(\alpha T)^2+\tfrac13(\alpha T)^3-\tfrac14(\alpha T)^4+\dots\right]. \tag{5}$$

The linear term is absent because $T$ has no diagonal blocks. For one pair, the trace of $(\alpha T)^2$ is $2\alpha_A\alpha_B\mathrm{Tr}\,T_{AB}^2$, since the closed walk may start on either atom. The eigenvalues of $R^3T_{AB}$ are $1,1,-2$, so $\mathrm{Tr}\,T_{AB}^2=6/R^6$. Hence $E=-C_6/R^6$ with

$$C_6=\frac3\pi\int_0^\infty \alpha_A\alpha_B\,du=\frac{3}{2w_Aw_B(w_A+w_B)}. \tag{6}$$

The last step uses partial fractions:

$$\int_0^\infty\!\frac{du}{(w_A^2+u^2)(w_B^2+u^2)}=\frac{1}{w_B^2-w_A^2}\left(\frac{\pi}{2w_A}-\frac{\pi}{2w_B}\right)=\frac{\pi}{2w_Aw_B(w_A+w_B)}. \tag{7}$$

For equal atoms

$$C_6=\frac{3}{4w^3}=\frac34\,\alpha(0)^2\,w. \tag{8}$$

The example takes $\hbar w_0=10$ eV for the free atom. Its static polarizability is 1.097 Å$^3$ and its $C_6$ is 9.03 eV Å$^6$, or 15.1 atomic units.

### Type A: an atom stiffened by its neighbours

Let each of $n$ neighbours push back on the electron and add $\kappa$ to the spring constant:

$$w^2=w_0^2+n\kappa,\qquad \frac{C_6}{C_6^{\rm free}}=\left(\frac{w_0}{w}\right)^3. \tag{9}$$

With $\kappa=25$ eV$^2$ and $n=4$, $\hbar w=\sqrt{100+100}=14.14$ eV. The ratio is $2^{-3/2}=0.354$, and $C_6$ falls to 3.19 eV Å$^6$. Nearly two thirds of the free-atom coefficient has gone, although no third atom has taken part in the fluctuations.

D3 does not compute this change. It interpolates reference coefficients $C_6^{ij}$, calculated for atoms with coordination numbers $n_i$ and $n_j$. For two atoms that both have coordination number $n$,

$$C_6^{\rm D3}=\frac{\sum_{ij}L_{ij}C_6^{ij}}{\sum_{ij}L_{ij}},\qquad L_{ij}=e^{-4[(n-n_i)^2+(n-n_j)^2]}. \tag{10}$$

Take references at $n_i=0,2,4$, with coefficients from (6). At $n=4$ a reference pair with one wrong member has weight at most $e^{-16}$ relative to the right one, so D3 returns 0.354. At $n=3$ the references 2 and 4 count equally, and the result is 2.6% above the exact coefficient for $n=3$. If instead $\kappa$ is doubled at $n=4$, the exact ratio is $3^{-3/2}=0.192$, but D3 still gives 0.354, because its argument has not changed. D3 thus contains type A to the extent that coordination identifies the environment and the references cover it.

MBD reads the environment from the density. The ground-state density is $\rho=(w/\pi)^{3/2}e^{-wr^2}$, whose lengths scale as $w^{-1/2}$. The volume measure $\int r^3\rho\,d^3r$ therefore scales as $w^{-3/2}$, and the volume ratio is $v=(w_0/w)^{3/2}$. The usual input rule multiplies the free polarizability by $v$ and the free $C_6$ by $v^2$:

$$v^2=\left(\frac{w_0}{w}\right)^3. \tag{11}$$

This agrees with (9) for any stiffness, including the doubled $\kappa$. The agreement belongs to the harmonic atom and hides two errors. The true static polarizability falls as $(w_0/w)^2=0.50$, whereas $v=0.59$. By (8), a $C_6$ scaled by $v^2$ together with an $\alpha$ scaled by $v$ implies an unchanged oscillator frequency $w_0$, whereas the true frequency has risen. The two errors cancel in the pair coefficient of two equal atoms; for atoms of unequal stiffness the rule puts $\sqrt{w_Aw_B}$ where (6) has $(w_A+w_B)/2$. They need not cancel in many-body terms, which contain other powers of $\alpha$.

RPA takes the response from the orbitals in the stiffened well. For a single electron it has a definite flaw: the electron responds to the Hartree field of its own induced density. Let $p$ label the excited orbitals, with excitation energies $\Delta_p$ and dipole elements $d_p=\langle0|x|p\rangle$. A perturbation with elements $V_p$ induces the density $\sum_p q_p\varphi_0\varphi_p$, where $q_p=-2\Delta_pV_p/(\Delta_p^2+u^2)$. In RPA $V_p=Fd_p+\sum_{p'}K_{pp'}q_{p'}$, where $K_{pp'}$ is the Coulomb energy between $\varphi_0\varphi_p$ and $\varphi_0\varphi_{p'}$. Solving for $q$ and forming the dipole $-\sum_pd_pq_p=\alpha F$ gives

$$\alpha^{\rm RPA}(iu)=2d^T\left[\Delta+2K+u^2\Delta^{-1}\right]^{-1}d. \tag{12}$$

At large $u$ the inverse is $\Delta/u^2-\Delta(\Delta+2K)\Delta/u^4+\dots$. In the harmonic well $x\varphi_0$ is itself proportional to the first excited orbital, so $d$ has one component, with $\Delta=w$ and $d^2=1/(2w)$. Then

$$\alpha^{\rm RPA}=\frac1{u^2}-\frac{w^2+2wK_{11}}{u^4}+\dots \tag{13}$$

Written as modes of squared frequency $\Omega^2$ with total strength one, the same function begins $1/u^2-\langle\Omega^2\rangle/u^4$. So $\langle\Omega^2\rangle=w^2+2wK_{11}$.

For $K_{11}$, note that $\varphi_0\varphi_1=\sqrt{2w}\,x\rho=-\partial_x\rho/\sqrt{2w}$. Two integrations by parts move the derivatives onto $1/|r-r'|$ and give $-\partial_x^2(1/|r-r'|)$. Because $\rho$ is spherical, $\partial_x^2$ may be replaced by $\tfrac13\nabla^2$, and $-\nabla^2(1/|r-r'|)=4\pi\delta(r-r')$. Thus $2wK_{11}=\tfrac{4\pi}3\int\rho^2$, and

$$\langle\Omega^2\rangle=w^2+\frac{4\pi}{3}\left(\frac{w}{2\pi}\right)^{3/2}=w^2\left(1+\frac{0.266}{\sqrt w}\right). \tag{14}$$

The self-interaction stiffens the response, and relatively less so for a stiffer well. By (8) the free atom has $w_0=(3/60.4)^{1/3}=0.368$. If all the strength sat in one mode, $C_6$ would be reduced by the factor $(1+0.266/\sqrt{0.368})^{-3/2}=0.58$. The full calculation gives 0.59 for the free atom and 0.63 for the stiffened one, relative to the exact coefficients. The RPA ratio of stiffened to free is 0.379 instead of 0.354. RPA therefore follows type A, including the doubled $\kappa$ (0.21 against the exact 0.19), while its absolute $C_6$ is poor for this one-electron atom.

### Type B: three atoms that screen one another

Now keep the atoms fixed at $w=w_0$ and bring three together. The three-body energy is the total interaction energy minus that of the three separate pairs. Its lowest part comes from $\tfrac13\mathrm{Tr}(\alpha T)^3$. A closed walk through $A$, $B$ and $C$ has three starting points and two directions, so this trace is $6\alpha^3\mathrm{Tr}(T_{AB}T_{BC}T_{CA})$.

Let $e_1,e_2,e_3$ be unit vectors along the sides, taken in order round the triangle, and $l_1,l_2,l_3$ the side lengths. Multiplying out the three factors of (2) gives

$$l_1^3l_2^3l_3^3\,\mathrm{Tr}(TTT)=3-9+9\sum_{i<j}(e_i\!\cdot e_j)^2-27(e_1\!\cdot e_2)(e_2\!\cdot e_3)(e_3\!\cdot e_1). \tag{15}$$

Each $e_i\cdot e_j$ is minus the cosine of an interior angle. Write $c_1,c_2,c_3$ for these cosines and $P$ for their product. Since the angles add to $\pi$, $c_3+c_1c_2=\sin\theta_1\sin\theta_2$. Squaring gives $c_1^2+c_2^2+c_3^2=1-2P$. The right side of (15) becomes $-6+9-18P+27P=3(1+3P)$.

The frequency integrals $I_k=\int_0^\infty du\,(w^2+u^2)^{-k}$ follow from $I_1=\pi/2w$. Differentiation with respect to $w^2$ gives $-kI_{k+1}$, and $I_k\propto(w^2)^{1/2-k}$, so $I_{k+1}=(2k-1)I_k/(2kw^2)$. Thus $I_2=\pi/4w^3$, $I_3=3\pi/16w^5$ and $I_4=5\pi/32w^7$. The result is the Axilrod–Teller–Muto (ATM) energy,

$$E^{(3)}=C_9\frac{1+3c_1c_2c_3}{l_1^3l_2^3l_3^3},\qquad C_9=\frac3\pi I_3=\frac{9}{16w^5}. \tag{16}$$

It is positive for an equilateral triangle, where $1+3/8=11/8$, and negative for three atoms in a line, where $1-3=-2$. On a line the three tensors are diagonal in the same axes: the component along the line contributes $(-2)^3=-8$ to the trace and the two across it $+1$ each, so the dipoles along the line, which all favour one another, decide the sign. In the triangle the component normal to the plane contributes $+1$, since each pair prefers antiparallel dipoles and three cannot all be antiparallel, and the in-plane part supplies the remaining $25/8$ of the total $33/8$.

The next order shows when this term is enough. A four-step closed walk that visits all three atoms must pass one atom $X$ twice, and it has four starting points. With $T_{XY}^2=(1+3ee^T)/l^6$,

$$E^{(4)}=-\frac{I_4}{2\pi}\sum_X\mathrm{Tr}(T_{XY}^2T_{XZ}^2)=-\frac{5}{64w^7}\sum_X\frac{9+9c_X^2}{l_{XY}^6l_{XZ}^6}. \tag{17}$$

For an equilateral triangle of side $R$ the sum is $3\times\tfrac{45}{4}=\tfrac{135}{4}$ in units of $R^{-12}$. For a line with spacing $R$ it is $18(1+\tfrac2{64})=\tfrac{297}{16}$. Dividing by (16), and using $1/w^2=\alpha(0)$,

$$\frac{E^{(3)}+E^{(4)}}{E^{(3)}}=1-\frac{75}{22}\frac{\alpha(0)}{R^3}\ \text{(triangle)},\qquad 1+\frac{165}{16}\frac{\alpha(0)}{R^3}\ \text{(line)}. \tag{18}$$

In the example $C_9=7.43$ eV Å$^9$ and $R=3$ Å, so $\alpha(0)/R^3=0.0406$. For the triangle, ATM gives $7.431\times1.375/3^9$ eV, which is 0.519 meV. Diagonalization gives 0.453 meV, or 0.87 of ATM, where (18) predicts 0.86. For the line ATM gives $-0.094$ meV and diagonalization $-0.1355$ meV. That ratio is 1.44, where (18) predicts 1.42.

MBD and the ring sum (4) agree on the full energies, as they must. D3 without its three-body term has no type B energy here. With that term it has the form (16), but it estimates $C_9$ as $C_6^{3/2}$. From (8) and (16), $C_6^{3/2}/C_9=(2/\sqrt3)\sqrt w$, which is 0.70 for this atom. D3 therefore contains the leading part of type B, with an approximate coefficient.

## Second half: hopping electrons and a changed power law

The first half used oscillator atoms of frequency $w$ with $\alpha(iu)=1/(w^2+u^2)$ and $C_6=3/(4w^3)$; the free atom has $\hbar w_0=10$ eV. The dipole tensor is $T=(1-3\hat r\hat r^T)/r^3$. The energy of coupled responses is $\frac1{2\pi}\int_0^\infty du\,\ln\det(1+\alpha T)$, equal to the change of zero-point energy. Changed atoms (type A) and mutual screening (type B) altered coefficients. The question now is what alters the power of the distance. Consider two long parallel chains with atomic spacing $a$ at a distance $D\gg a$, each much longer than $D$. The temperature is zero and retardation is neglected. These are idealizations at the larger distances quoted below. Retardation sets in near $c/w$, about 200 Å for the 10 eV oscillators and about 1200 Å for the 1.6 eV gap used later. The plasmon of the metallic wire at $q=1/D$ has an energy of only 0.037 eV at 1000 Å, comparable with thermal energies at room temperature.

### Chains of bound charges

Summing free-atom pairs gives the energy per length

$$\frac{E}{L}=-\frac{C_6}{a^2}\int_{-\infty}^{\infty}\frac{dz}{(D^2+z^2)^3}=-\frac{3\pi}{8}\frac{C_6}{a^2D^5}. \tag{19}$$

MBD adds screening along each chain. The fields of one chain on the other vary over the length $D$, so neighbouring atoms move together. The coupling of an atom to its own chain is then $\sum_{m\ge1}2/(ma)^3=2\zeta(3)/a^3$ for motion across the chain, and $-2$ times this for motion along it. Here $\zeta(3)=\sum_m m^{-3}=1.202$. The frequencies become

$$w_L^2=w_0^2-\frac{4\zeta(3)}{a^3},\qquad w_T^2=w_0^2+\frac{2\zeta(3)}{a^3}. \tag{20}$$

The model requires $w_L^2>0$; otherwise the chain polarizes spontaneously. The second-order energy of components $i$ and $j$ is $-\frac{1}{2\pi}T_{ij}^2\int\alpha_i\alpha_j\,du$. By (7) this gives

$$\frac EL=-\frac1{a^2}\sum_{ij}\frac{1}{4w_iw_j(w_i+w_j)}\int_{-\infty}^\infty T_{ij}^2\,dz. \tag{21}$$

Let $x$ join the chains, $z$ run along them, and $s=z/D$. With $s=\tan\theta$, the integrals of $1,s^2,s^4$ over $(1+s^2)^5$ are $35,5,3$ in units of $\pi/128$. In units of $D^{-6}(1+s^2)^{-5}$, the squares are $T_{zz}^2=(1-2s^2)^2$, $T_{xx}^2=(s^2-2)^2$, $T_{yy}^2=(1+s^2)^2$ and $T_{xz}^2=9s^2$. Their integrals are $27$, $123$, $48$ and $45$ times $\pi/(128D^5)$, and the last occurs twice, as $xz$ and $zx$. The total is 288. With equal frequencies this returns (19).

For $a=2.5$ Å, $\hbar w_L=8.14$ eV and $\hbar w_T=10.81$ eV. Relative to free atoms, the $zz$ term grows by $(w_0/w_L)^3=1.86$, the $xx$ and $yy$ terms shrink to $(w_0/w_T)^3=0.79$, and the mixed terms change by $2w_0^3/[w_Lw_T(w_L+w_T)]=1.20$. The sum is

$$\frac{27(1.86)+171(0.79)+90(1.20)}{288}\simeq1.02. \tag{22}$$

Large changes along and across the chain nearly cancel in this example. The exponent is unaffected: at 100 Å the MBD energy has a local exponent $d\ln|E|/d\ln D$ of $-5.00$. Type B changes the coefficient of the $D^{-5}$ law.

Changed atoms and mutual screening alter the strength of the attraction, but between long chains of bound charges it still falls as $D^{-5}$. What remains is type C: how the distance law changes when electrons can hop along the chains, and which of the three methods can describe it.
